\section*{Shear in the bending of a short resist pillar}

\section{Problem}

After development and rinsing, liquid left between resist features can pull them sideways as it dries, if the forces on their two sides differ. The simplest model of a feature is a slender cantilever that only bends. A pillar twice as high as it is wide is not slender, and its material also shears.

Consider a pillar with the following properties.
\begin{itemize}
\item It has height $H$, width $w$ in the direction in which it bends, and breadth $b$ in the other horizontal direction. The cross-section is a rectangle of area $A=bw$, the same at every height.
\item The resist is uniform, isotropic and linearly elastic, with Young modulus $E$, Poisson ratio $\nu$ and shear modulus $G=E/[2(1+\nu)]$.
\item The base is held rigidly and the top is free.
\item A lateral load $q$ per unit height acts uniformly from base to top. Deflections are small.
\end{itemize}

(a) Estimate by scaling how the ratio of shear deflection to bending deflection at the tip depends on shape and material.

(b) Find this ratio in Timoshenko beam theory, and evaluate it for $H/w=2$ and $\nu=0.35$.

(c) Compare the two results, and decide how far the number in (b) can be trusted for a real pillar.

\section{Estimate by scaling}

The load above the base is $qH$, and its lever arm is of order $H$, so the bending moment is of order $qH^2$. A beam answers a moment $M$ with a curvature $M/(EI)$, where $I$ is the second moment of area,
\begin{equation}
I=b\int_{-w/2}^{w/2}x^2\,dx=\frac{bw^3}{12}=\frac{Aw^2}{12}.
\label{eq:I}
\end{equation}
A curvature acting over the height $H$ displaces the tip by about the curvature times $H^2$. Hence
\begin{equation}
u_{\rm b}\sim\frac{qH^4}{EI}.
\end{equation}
The shear force is of order $qH$, the shear stress $qH/A$ and the shear strain $qH/(GA)$. A shear strain displaces the tip by the strain times $H$:
\begin{equation}
u_{\rm s}\sim\frac{qH^2}{GA}.
\end{equation}
The ratio is
\begin{equation}
\frac{u_{\rm s}}{u_{\rm b}}\sim\frac{E}{G}\,\frac{I}{AH^2}
=\frac{2(1+\nu)}{12}\left(\frac{w}{H}\right)^2 .
\label{eq:scaling}
\end{equation}
The load has cancelled, and so has the absolute stiffness. For $\nu=0.35$ and $H/w=2$ the right side is $(2.7/12)/4\approx0.056$.

This number is soft. Had we written $I\sim Aw^2$ and dropped the 12 along with the other pure numbers, we would have found $2.7/4\approx0.68$. Scaling fixes the dependence on $w/H$ and on $E/G$, but it cannot say whether shear is a small correction or a large one at this shape. That needs the coefficients.

\section{Solution in beam theory}

\subsection{Kinematics and forces}

Let $z$ run upward from the base and $x$ along the load, with $x=0$ on the pillar axis. The axis moves by $u(z)$ in the $+x$ direction. Each cross-section stays plane and turns by a small angle $\varphi(z)$, so that its points move vertically by $-x\varphi$. The shear strain is then
\begin{equation}
\gamma=\frac{du}{dz}+\frac{\partial(-x\varphi)}{\partial x}=\frac{du}{dz}-\varphi .
\label{eq:gamma}
\end{equation}
Euler-Bernoulli theory sets $\gamma=0$. Timoshenko theory keeps it.

Let $V(z)$ be the force in the $+x$ direction that the part above height $z$ exerts on the part below. The part above feels the load $q(H-z)$ and the reaction $-V$. These must balance:
\begin{equation}
V(z)=q(H-z).
\label{eq:V}
\end{equation}
The vertical strain is $-x\,d\varphi/dz$. With free side faces the vertical stress is $\sigma=-Ex\,d\varphi/dz$. Define the bending moment as
\begin{equation}
M=-\int x\,\sigma\,dA=EI\,\frac{d\varphi}{dz}.
\label{eq:M}
\end{equation}
A load toward $+x$ stretches the side $x<0$, so $M$ is positive. It balances the moment of the load above the cut:
\begin{equation}
M(z)=\int_z^H q\,(z'-z)\,dz'=\frac{q(H-z)^2}{2}.
\label{eq:Mz}
\end{equation}
Differentiation gives $dM/dz=-q(H-z)=-V$, as it should.

\subsection{The shear factor}

The shear stress is not uniform over the section, because it must vanish on the free faces $x=\pm w/2$. (The load on one face is a normal pressure and exerts no shear there.) Equations \eqref{eq:M} and the expression for $\sigma$ give $\sigma=-Mx/I$. Vertical equilibrium of a material element, with the shear stress $\tau$ taken as uniform across the breadth, requires
\begin{equation}
\frac{\partial\tau}{\partial x}=-\frac{\partial\sigma}{\partial z}
=\frac{x}{I}\frac{dM}{dz}=-\frac{Vx}{I}.
\end{equation}
We integrate from the free face $x=w/2$ and use $I=Aw^2/12$:
\begin{equation}
\tau=\frac{V}{2I}\left(\frac{w^2}{4}-x^2\right)
=\frac{3V}{2A}\left(1-\frac{4x^2}{w^2}\right).
\end{equation}
Beam theory replaces this parabola by one average strain $\gamma$ and writes $V=\kappa GA\gamma$. We choose the shear factor $\kappa$ so that the elastic energy per unit height is right. In the beam it is $V\gamma/2=V^2/(2\kappa GA)$. From the parabola, with $s=2x/w$,
\begin{align}
\int\frac{\tau^2}{2G}\,dA
&=\frac{1}{2G}\,\frac{9V^2}{4A^2}\,\frac{bw}{2}\int_{-1}^{1}(1-s^2)^2\,ds \nonumber\\
&=\frac{1}{2G}\,\frac{9V^2}{4A^2}\,\frac{A}{2}\,\frac{16}{15}
=\frac{6}{5}\,\frac{V^2}{2GA}.
\end{align}
The integral is $2-\frac43+\frac25=\frac{16}{15}$. Therefore $\kappa=5/6$. A uniform stress would have given $\kappa=1$. The parabola stores more energy for the same force, so the pillar is softer in shear.

\subsection{Tip deflection}

From \eqref{eq:M} and \eqref{eq:Mz}, with $\varphi(0)=0$ at the rigid base,
\begin{equation}
\varphi(z)=\int_0^z\frac{q(H-z')^2}{2EI}\,dz'
=\frac{q}{6EI}\left[H^3-(H-z)^3\right].
\label{eq:phi}
\end{equation}
Equation \eqref{eq:gamma} gives $du/dz=\varphi+V/(\kappa GA)$. With $u(0)=0$ the tip deflection is the sum of two integrals:
\begin{align}
u_{\rm b}&=\int_0^H\varphi\,dz=\frac{q}{6EI}\left(H^4-\frac{H^4}{4}\right)=\frac{qH^4}{8EI},
\label{eq:ub}\\
u_{\rm s}&=\int_0^H\frac{q(H-z)}{\kappa GA}\,dz=\frac{qH^2}{2\kappa GA}.
\label{eq:us}
\end{align}
The first is the Euler-Bernoulli result. Shear leaves it unchanged because equilibrium alone fixes $M(z)$ in a pillar with a free top, and $M$ fixes $\varphi$. The second term is simply added.

\subsection{The ratio}

Dividing \eqref{eq:us} by \eqref{eq:ub},
\begin{align}
r\equiv\frac{u_{\rm s}}{u_{\rm b}}
&=\frac{qH^2}{2\kappa GA}\,\frac{8EI}{qH^4}
=\frac{4}{\kappa}\,\frac{E}{G}\,\frac{I}{AH^2}\nonumber\\
&=\frac{4}{\kappa}\,2(1+\nu)\,\frac{1}{12}\left(\frac{w}{H}\right)^2
=\frac{2(1+\nu)}{3\kappa}\left(\frac{w}{H}\right)^2 .
\label{eq:r}
\end{align}
For $\kappa=5/6$ the prefactor is $4(1+\nu)/5$. With $\nu=0.35$ it equals $1.08$, and
\begin{equation}
r=\frac{1.08}{4}=0.27 .
\end{equation}
Shear adds 27 percent to the Euler-Bernoulli tip deflection. With $\kappa=1$ the answer would be 22.5 percent.

\section{Comparison of estimate and solution}

The solution has the form of the estimate \eqref{eq:scaling} multiplied by $4/\kappa=4.8$. The factor 4 comes from the integrations. The moment falls quadratically with height, and two further integrations turn it into a deflection with coefficient $1/8$. The shear force falls linearly, and one integration gives $1/2$. Scaling sets both coefficients to one and so favours bending by a factor of 4. The remaining $1/\kappa=1.2$ is due to the uneven shear stress.

The dependence on shape is steep. At $H/w=4$ the same formula gives 6.75 percent. At the other end, $r=1$ when $H/w=\sqrt{1.08}\approx1.04$. A pillar of that shape is nearly a cube, well outside the slender range that beam theory assumes. In beam theory the material matters less: at $H/w=2$, $r$ runs from 0.20 for $\nu=0$ to 0.30 for $\nu=1/2$. This rise with $\nu$ carries over to a clamped square pillar only at small $\nu$. In the elastic solution described below, the excess follows beam theory up to $\nu\approx0.15$, levels off near 24 percent for $\nu$ between 0.25 and 0.35, and falls to about 22 percent at $\nu=0.47$.

Two related cases show what the 27 percent depends on.

\paragraph{Force at the top edge.} Let a force $F$ act at the tip in place of the distributed load. Then $V=F$ and $M=F(H-z)$, so $\varphi=F(Hz-z^2/2)/(EI)$ and
\begin{equation}
u_F=\frac{F}{EI}\left(\frac{H^3}{2}-\frac{H^3}{6}\right)+\frac{FH}{\kappa GA}
=\frac{FH^3}{3EI}+\frac{FH}{\kappa GA}.
\label{eq:uF}
\end{equation}
The ratio of the two terms is $3EI/(\kappa GAH^2)$, three quarters of $r$, or about 20 percent here in beam theory. A force at the top has a longer lever arm and favours bending.

\paragraph{A long line.} In a line that is long in the breadth direction, the material cannot contract along the line. Zero strain in that direction requires a stress $\nu\sigma$ along the line. The vertical strain becomes $(\sigma-\nu\cdot\nu\sigma)/E=(1-\nu^2)\sigma/E$, so $E$ is replaced by $E/(1-\nu^2)$ in bending. The shear term is unchanged for the same load per unit area of face, and
\begin{equation}
r_{\rm line}=\frac{2(1+\nu)}{3\kappa(1-\nu^2)}\left(\frac wH\right)^2
=\frac{2}{3\kappa(1-\nu)}\left(\frac wH\right)^2 .
\end{equation}
This is 31 percent for the same $H/w$ and $\nu$. The fraction is larger because the line is stiffer in bending, not because it shears more.

\section{How good is beam theory at this shape?}

Beam theory assumes plane sections and a linear bending stress all the way to the base. At $H/w=2$ the region near the base is a large part of the pillar. The assumption can be removed by solving the equations of three-dimensional elasticity for a square pillar, $b=w$, with every displacement zero at the base and a uniform pressure on one side face. The Ritz method does this: each displacement component is written as a polynomial in $x$, $y$ and $z$, and the coefficients are those that minimise the potential energy. The tip deflection is averaged over the top face.

For $\nu=0.35$ this deflection exceeds the Euler-Bernoulli value by 23.5 percent. Raising the polynomial degrees from 6, 4 and 9 to 8, 6 and 12 along $x$, $y$ and $z$ changed the deflection by 0.26 percent, and the value is still rising, because the stress is singular at the clamped edges. With the resolution concentrated at those edges it settles at 23.8 percent, so the figure of 23.5 used below is low by about 0.3 point. Beam theory with shear thus overstates the total deflection by about 3 percent, while Euler-Bernoulli theory understates it by about 19 percent, both relative to the elastic solution.

The cause of the difference can be narrowed down. Suppose the material keeps its $E$ and $G$, but stretching it in one direction no longer makes it contract in the others. The Ritz calculation then gives an excess of 26.6 percent, close to 27. Most of the gap between 27 and 23.5 percent is therefore due to Poisson coupling, which beam theory includes only through $G$. Two Poisson effects of opposite sign make up this gap. The rigid base prevents the lateral strain that bending would cause there and stiffens the pillar: if the base may strain sideways, the excess rises to about 29 or 30 percent, depending on how the base displacement is averaged. The side pressure works the other way. It leaves the loaded side in transverse compression relative to the far side, so the loaded side lengthens and the pillar bends further. If the same load acts as a uniform body force, the excess is about 21 percent. The base thus lowers the excess by about 6 points, and applying the load on the face raises it by about 3.

The value 23.5 happens to lie nearer to the 22.5 percent of $\kappa=1$ than to 27. This does not support $\kappa=1$: with the coupling removed, the elastic result agrees with $\kappa=5/6$.

\section{A pillar during drying}

Take a square pillar with $w=b=20$ nm and $H=40$ nm. Let $E=2$ GPa and $\nu=0.35$, so $G=0.741$ GPa. Liquid with surface tension $\gamma_{\rm l}=0.035$ N/m and contact angle $\theta=20^\circ$ fills a gap $d=20$ nm on one side up to the top. The other side is dry.

Between parallel walls the meniscus is part of a cylinder of radius $d/(2\cos\theta)$. The liquid pressure lies below that of the gas by
\begin{equation}
p=\frac{2\gamma_{\rm l}\cos\theta}{d}
=\frac{2(0.035\ {\rm N/m})\cos20^\circ}{20\ {\rm nm}}=3.29\ {\rm MPa}.
\end{equation}
The gas on the dry side pushes the pillar toward the liquid with this net pressure. For separate pillars, whose meniscus also curves in the other direction, the parallel-wall formula is an estimate. The load is $q=pb=0.0658$ nN/nm. With $A=400$ nm$^2$, $I=13\,333$ nm$^4$ and $1$ GPa $=1$ nN/nm$^2$,
\begin{align}
u_{\rm b}&=\frac{0.0658\times40^4}{8\times2\times13\,333}\ {\rm nm}=0.789\ {\rm nm},\\
u_{\rm s}&=\frac{0.0658\times40^2}{2\times\frac56\times0.741\times400}\ {\rm nm}=0.213\ {\rm nm}.
\end{align}
The total is $1.00$ nm. The elastic calculation of the previous section gives about 0.98 nm.

By \eqref{eq:phi} the tip rotation is $qH^3/(6EI)=0.026$ rad, so small-angle geometry is adequate. In beam theory the bending stress at the base is $(qH^2/2)(w/2)/I=39$ MPa, a strain of 2 percent. Close to the clamped edges the elastic stress is higher. Glassy polymers yield at roughly some tens of MPa, so linear elasticity is near its limit at the base.

\subsection{Effects comparable with the shear term}

\paragraph{Pull of the contact line.} The liquid surface also pulls directly on the top edge. The component normal to the wall is $\gamma_{\rm l}\sin\theta$ per unit breadth, directed toward the liquid, which makes $F=0.239$ nN. Equation \eqref{eq:uF} gives a further 0.23 nm, 23 percent of the total above and slightly more than the shear term. The component along the wall, $\gamma_{\rm l}\cos\theta$ per unit breadth, acts off the pillar axis and so also has a bending moment, $\gamma_{\rm l}\cos\theta\,bw/2$. Taken alone, this moment would move the tip by $\gamma_{\rm l}\cos\theta\,bwH^2/(4EI)=0.20$ nm toward the liquid. The net effect also depends on the surface stresses of the wet and dry faces, and is left out here.

\paragraph{A soft underlayer.} Let the pillar stand on 5 nm of a polymer with the same elastic constants, itself on a rigid base. If this thin layer cannot spread sideways, its modulus under vertical load is $E_{\rm c}=E(1-\nu)/[(1+\nu)(1-2\nu)]=3.21$ GPa. With thickness $t$, it resists vertical displacement with stress $E_{\rm c}/t$ per unit displacement, and sliding with $G/t$. A base rotation $\varphi_0$ then needs the moment $(E_{\rm c}/t)I\varphi_0$. Setting this equal to $qH^2/2$, and the sliding force to $qH$, gives the added tip deflection
\begin{equation}
\varphi_0H+u_0=\frac{qH^3t}{2E_{\rm c}I}+\frac{qHt}{GA}
=(0.246+0.044)\ {\rm nm}.
\end{equation}
This is 29 percent of the total. Since $t$ is a quarter of $w$, the confined-layer model gives a size and not an accurate value. In three-dimensional elasticity a continuous layer adds about 0.24 nm, and a layer cut to the footprint of the pillar adds about 0.5 nm.

\paragraph{The narrowing gap.} Suppose the pillar across the liquid leans inward by the same amount. Liquid at rest has one pressure, set by the gap at the meniscus, which is now $d-2u$ with $u$ the tip deflection. Neglect the tilt of the walls and the pull of the contact line, and let $u_0=1.00$ nm be the deflection at fixed gap. Then
\begin{equation}
u=\frac{u_0}{1-2u/d}
\quad\Longrightarrow\quad
u=\frac d4\left(1-\sqrt{1-\frac{8u_0}{d}}\right).
\label{eq:pull}
\end{equation}
The smaller root is the stable one: there $u<d/4$, and a small further lean raises the elastic resistance by more than the load. It gives $u=5(1-\sqrt{0.6})$ nm $\approx1.13$ nm, an increase of about 13 percent.

Equation \eqref{eq:pull} also shows where shear enters collapse. No equilibrium exists once $u_0>d/8=2.5$ nm. With shear the load could rise by a factor of $2.5/1.00=2.5$ before this happens. Without shear, $u_0=0.789$ nm and the factor would be 3.2. Leaving out shear overstates the critical load by the same 27 percent, at fixed gap and in this model. At the limit the tip has moved by $d/4=5$ nm, five times the deflection found above, and the base strain has grown in proportion to about 10 percent. A real resist may well yield first.

\subsection{The model and real resists}

The dimensions are in the regime of dense features made by extreme-ultraviolet lithography. A modulus of a few GPa is typical of glassy polymers, though narrow or liquid-swollen features may be softer. At fixed gap the deflection varies as $1/E$, while the ratio $r$ does not change as long as the pillar is uniform and isotropic. The surface tension stands for a rinse with surfactant. Pure water has roughly twice the value, and at the same contact angle and gap $u_0$ would double to about 2 nm, close to the 2.5 nm limit. The pull of the contact line, which that limit leaves out, would double as well and make the margin smaller. With the underlayer added too, the limit is passed in this model. The rigid base is also an assumption that matters: by the estimate above, a thin polymer underlayer can move the tip by an amount comparable with the shear term.

The 27 percent is thus a useful correction to Euler-Bernoulli theory for this shape and load, though about 3 points above the elastic result. It is not the accuracy of a collapse prediction, which also depends on the underlayer, the contact line and the yielding of the resist.
